# Wigner's tunnelling correction: its range and its ten-percent temperature

**Q:** Wigner's factor $1+(\hbar\omega/kT)^2/24$ is said to be the leading quantum correction for any smooth barrier. It contains the curvature at the top and nothing else about the shape. Why should I believe that? And what does it multiply?

**A:** It multiplies a classical flux, so let us define that first. A particle of mass $m$ moves in one dimension. The potential $V(x)$ rises steadily from zero on the far left to one maximum $V_0$ at $x=0$, then falls steadily to a constant level below $V_0$. At the top $V''(0)=-m\omega^2<0$. Particles arrive from the left with thermal weight $e^{-\beta E}$, where $\beta=1/kT$.

The number of states in $dp$ per unit length is $dp/2\pi\hbar$, and $(p/m)\,dp=dE$. With transmission probability $P(E)$ the flux is therefore
$$J=\frac{1}{2\pi\hbar}\int P(E)\,e^{-\beta E}dE .$$
Classically $P$ is a step at $V_0$, which gives $J_0=e^{-\beta V_0}/(2\pi\hbar\beta)$. The correction factor is
$$\kappa=\frac{J}{J_0}=\beta\int P(E)\,e^{-\beta(E-V_0)}dE .$$
A reaction rate also contains the partition function of the reactants. Its quantum corrections are a separate matter, as is motion in other coordinates.

**Q:** You need $P(E)$ for an arbitrary barrier, and you do not have it.

**A:** The flux can be expanded in $\hbar$ without it. Let $\rho(x_1,x_2)$ be the density matrix of the steady beam and define
$$f(x,p)=\frac{1}{2\pi\hbar}\int ds\,e^{-ips/\hbar}\rho\!\left(x+\tfrac s2,x-\tfrac s2\right).$$
The current at $x$ is $\int (p/m)f\,dp$. A steady state commutes with the Hamiltonian:
$$-\frac{\hbar^2}{2m}(\partial_{x_1}^2-\partial_{x_2}^2)\rho+[V(x_1)-V(x_2)]\rho=0 .$$
With $x_{1,2}=x\pm s/2$ we have $\partial_{x_{1,2}}=\tfrac12\partial_x\pm\partial_s$, so the difference of squares is $2\partial_x\partial_s$. The potential difference is $V's+V'''s^3/24+\dots$

Under the integral over $s$, $\partial_s$ becomes $ip/\hbar$ and $s$ becomes $i\hbar\partial_p$, so $s^3$ becomes $-i\hbar^3\partial_p^3$. Dividing the result by $-i\hbar$ gives
$$\frac pm\partial_xf-V'\partial_pf=-\frac{\hbar^2}{24}V'''\partial_p^3f+O(\hbar^4).$$
The left side is classical transport along trajectories. The right side is the first quantum term.

**Q:** What are the boundary conditions? An incident and a reflected wave interfere.

**A:** Their interference oscillates as $e^{\pm 2ipx/\hbar}$, and the average over thermal energies removes it far from the barrier. So on the far left $f=e^{-\beta p^2/2m}/(2\pi\hbar)$ for $p>0$, and on the far right $f=0$ for $p<0$.

At lowest order $f$ is constant along classical trajectories. It equals $g/(2\pi\hbar)$, with $g=e^{-\beta(p^2/2m+V)}$, on those that came from the left, and zero on the others. To separate them, define
$$S(x)=\operatorname{sign}(x)\sqrt{2m(V_0-V(x))},$$
which passes smoothly through zero at the top. For $x>0$ a trajectory came from the left if $p>S$. For $x<0$ it did so if it moves right, or if it moves left after a reflection, with $|p|<|S|$. Together this again means $p>S$. Hence
$$f_0=\frac{g\,\theta(p-S)}{2\pi\hbar}.$$
By the same reasoning with time reversed, a trajectory ends on the right if $p>-S$.

**Q:** And the quantum term changes how much arrives on the right?

**A:** Yes. Insert $f_0$ into the right side. It becomes a known source for the correction $f_1$, which has no incoming part. Multiply the equation by $\theta(p+S)$, which is constant along trajectories, and integrate over phase space. The transport side is a total divergence, so only the ends contribute. On the far left, $\theta(p+S)$ selects incoming momenta, where $f_1=0$. On the far right it includes all outgoing momenta, and the incoming ones it also includes have $f_1=0$. What remains is the extra transmitted flux:
$$J_1=-\frac{\hbar^2}{24}\int dx\,V'''\int_{-S}^{\infty}\partial_p^3f_0\,dp=\frac{\hbar^2}{24}\int dx\,V'''\,\big[\partial_p^2f_0\big]_{p=-S}.$$
The product rule gives
$$\partial_p^2(g\theta)=g_{pp}\,\theta+2g_p\,\delta+g\,\delta',$$
where each distribution has the argument $p-S=-2S$. On the line $p=-S$ the energy is $V_0$, so
$$g=e^{-\beta V_0},\qquad g_p=\frac{\beta S}{m}g,\qquad g_{pp}=\left(\frac{\beta^2S^2}{m^2}-\frac{\beta}{m}\right)g .$$
The middle term contains $S\,\delta(-2S)=0$. Since $\theta(-2S)=1$ only for $x<0$, we are left with
$$J_1=\frac{\hbar^2}{24}\frac{e^{-\beta V_0}}{2\pi\hbar}(B+C),$$
$$B=\int_{-\infty}^0V'''\left(\frac{\beta^2S^2}{m^2}-\frac\beta m\right)dx,\qquad C=\int V'''\,\delta'(-2S)\,dx .$$

**Q:** $B$ runs over the whole left slope. Surely the shape enters there.

**A:** It drops out. In the first piece $S^2=2m(V_0-V)$, and integration by parts gives
$$\int_{-\infty}^0V'''(V_0-V)dx=\big[V''(V_0-V)\big]_{-\infty}^0+\int_{-\infty}^0V''V'dx=0+\big[\tfrac12V'^2\big]_{-\infty}^0=0 .$$
The brackets vanish because $V_0-V$ and $V'$ are zero at the top, while $V'$ and $V''$ are zero far away. The second piece is $-(\beta/m)V''(0)=\beta\omega^2$. So $B=\beta\omega^2$, and division by $J_0$ multiplies by $\beta$:
$$\frac{J_1^{(B)}}{J_0}=\beta\,\frac{\hbar^2}{24}\,\beta\omega^2=\frac{u^2}{24},\qquad u=\frac{\hbar\omega}{kT}.$$
This is Wigner's term, with the positive sign that follows from $V''(0)<0$.

**Q:** You have not disposed of $C$.

**A:** It cannot be disposed of. It comes from the point $x=p=0$, where the boundary between "came from the left" and "came from the right" crosses the boundary between "ends on the right" and "ends on the left".

Set $y=2S$, so that $dx=dy/(2S')$, and use $\delta'(-y)=-\delta'(y)$. Then
$$C=-\int\frac{V'''}{2S'}\delta'(y)\,dy=\frac{d}{dy}\frac{V'''}{2S'}\bigg|_0=\frac{1}{2S'}\frac{d}{dx}\frac{V'''}{2S'}\bigg|_0=\frac{V''''}{4S'^2}-\frac{V'''S''}{4S'^3}\bigg|_0 .$$
We need $S$ near the top. There $V_0-V=\tfrac12m\omega^2x^2-\tfrac16V'''x^3+\dots$, and therefore
$$S=m\omega x\sqrt{1-\frac{V'''x}{3m\omega^2}+\dots}=m\omega x-\frac{V'''x^2}{6\omega}+\dots$$
This gives $S'=m\omega$ and $S''=-V'''/(3\omega)$, so that
$$C=\frac{V''''}{4m^2\omega^2}+\frac{(V''')^2}{12m^3\omega^4}.$$
Define an energy $E_a$ by $1/E_a=C/\omega^2$. The contribution to $\kappa$ is $\beta\hbar^2C/24=(u^2/24)(kT/E_a)$, and the full result at this order is
$$\kappa=1+\frac{u^2}{24}\left(1+\frac{kT}{E_a}\right)+O(\hbar^4),\qquad \frac1{E_a}=\frac{V''''}{4m^2\omega^4}+\frac{(V''')^2}{12m^3\omega^6},$$
with the derivatives taken at the top.

**Q:** Then the claim I started with is false.

**A:** It is true under a condition. Both terms are of order $\hbar^2$, so small $\hbar$ at fixed temperature does not select Wigner's term. It dominates the other $\hbar^2$ term when $kT\ll|E_a|$. Weak anharmonicity of the top on the thermal scale is enough for this, but it is not required: a negative $V''''$ can cancel the $(V''')^2$ part and make $1/E_a$ vanish while both derivatives are large. The expansion also needs small $u$, so the regime is at most $\hbar\omega\ll kT\ll|E_a|$. When $1/E_a$ vanishes or nearly vanishes, the upper limit on $kT$ is set instead by the higher orders in $\hbar$, which grow relative to $u^2/24$ as $kT$ rises. For the asymmetric barrier below with $c=1/2$, where $1/E_a=0$, and with $\hbar\omega=V_0/4$, the true $\kappa-1$ is $0.99$, $0.82$ and $0.45$ of Wigner's term at $kT=V_0$, $10V_0$ and $30V_0$. For a parabolic top with no higher derivatives, $1/E_a=0$ and Wigner's term stands alone at order $\hbar^2$.

The sign of $E_a$ is not fixed. A positive fourth derivative at the top, as in the $\mathrm{sech}^2$ barrier below, increases the $\hbar^2$ term of $\kappa$; this says nothing about the higher orders, which take over at larger $u$. A sufficiently negative one reduces it, and if $E_a<0$ and $kT>|E_a|$ the whole $\hbar^2$ term is negative.

**Q:** You evaluated derivatives of a step on a line that crosses the step. I would like evidence that this is legitimate.

**A:** The manipulation is formal, and the series should be read as an asymptotic one. An independent test is to solve the Schrödinger equation for $P(E)$ at small $\hbar$ and extract the coefficient of $\hbar^2$ in $\kappa$. Take $m=V_0=1$, $kT=0.5$ and the asymmetric barriers
$$V=e^{-w^2-cw^4},\qquad w=x+0.7\left(\sqrt{1+x^2}-1\right).$$
Both have $\omega^2=2$, so Wigner's term alone gives $\beta^2\omega^2/24=4\times2/24=0.3333$.

For $c=0$, $1/E_a=0.75$ and the formula gives $0.3333\,(1+0.5\times0.75)=0.4583$. The Schrödinger equation gives $0.4583$. For $c=1$, $1/E_a=-0.75$ and the formula gives $0.2083$, again the numerical value. Wigner's term alone misses both.

**Q:** So at what temperature is Wigner's factor wrong by ten percent?

**A:** An $\hbar^2$ expansion cannot answer that, because the error then includes the higher terms. We need a true $\kappa$, and it depends on the barrier. The natural reference is the parabola $V=V_0-\tfrac12m\omega^2x^2$, for which $\kappa$ can be found in closed form.

Let $y=x\sqrt{m\omega/\hbar}$, let $p$ now be the momentum divided by $\sqrt{m\hbar\omega}$, so that $[y,p]=i$, and let $\varepsilon=(E-V_0)/\hbar\omega$. Define
$$Q=\frac{p+y}{\sqrt2},\qquad \Pi=\frac{p-y}{\sqrt2}.$$
Then $[Q,\Pi]=i$, and
$$\frac{H-V_0}{\hbar\omega}=\tfrac12(p^2-y^2)=\tfrac12(\Pi Q+Q\Pi).$$
In time units of $1/\omega$ the equations of motion are $\dot Q=Q$ and $\dot\Pi=-\Pi$. Since $y=(Q-\Pi)/\sqrt2$, the sign of $Q$ decides the side on which the particle ends. In the distant past $\Pi$ dominates, and a particle from the left has $\Pi>0$.

**Q:** How does that give a transmission probability?

**A:** Write the incoming state as a function of $\Pi$, with $Q=i\,d/d\Pi$. The energy equation is $i\Pi\phi'+\tfrac i2\phi=\varepsilon\phi$. Its solution for a particle from the left is $\phi=\Pi^{-i\varepsilon-1/2}$ for $\Pi>0$ and zero for $\Pi<0$. The amplitude in $Q$ is its Fourier transform,
$$\psi(Q)\propto\int_0^\infty\Pi^{z-1}e^{iQ\Pi}d\Pi,\qquad z=\tfrac12-i\varepsilon .$$
For $Q>0$ turn the path to $\Pi=it/Q$, where the exponential becomes $e^{-t}$. The integral is $i^z\,\Gamma(z)\,Q^{-z}$. For $Q<0$ put $\Pi=-it/|Q|$ and obtain $(-i)^z\,\Gamma(z)\,|Q|^{-z}$. Since $|(\pm i)^z|=e^{\pm\pi\varepsilon/2}$, the two sides have probabilities in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$. They add to one, so
$$P=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi\varepsilon}} .$$
At the energy of the top, half the particles pass.

**Q:** And the thermal average?

**A:** With $E-V_0=\hbar\omega\varepsilon$ and $t=e^{2\pi\varepsilon}$,
$$\kappa=u\int_{-\infty}^{\infty}\frac{e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}}d\varepsilon=\frac{u}{2\pi}\int_0^\infty\frac{t^{-u/2\pi}}{1+t}dt .$$
The standard integral $\int_0^\infty t^{\alpha-1}/(1+t)\,dt=\pi/\sin\pi\alpha$ for $0<\alpha<1$, with $\alpha=1-u/2\pi$, gives
$$\kappa=\frac{u/2}{\sin(u/2)}=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots,\qquad 0<u<2\pi .$$
The second term agrees with the general expansion at $1/E_a=0$. At $u=2\pi$ the integral diverges, because $P$ then falls with decreasing energy no faster than the Boltzmann factor grows, and a parabola has no floor.

**Q:** Now the ten percent, please, and relative to what?

**A:** Relative to the true $\kappa$. With $v=u/2$ the ratio of Wigner's factor to the true one is
$$r=\left(1+\frac{v^2}{6}\right)\frac{\sin v}{v},\qquad \frac{d\ln r}{dv}=\frac{v/3}{1+v^2/6}+\cot v-\frac1v .$$
For $0<v<\pi$ we have $\cot v-1/v<-v/3$, while the first term is less than $v/3$. So $r$ falls steadily as the temperature falls, and it reaches $0.9$ once. The numerical root is $u_{10}=3.128$, where Wigner's factor is $1.408$ and the true one $1.564$. Hence, for a parabola,
$$T_{10}=\frac{\hbar\omega}{3.128\,k}=0.320\,\frac{\hbar\omega}{k}.$$
Below this temperature Wigner's factor is too small by more than ten percent.

**Q:** Real barriers have a floor and an anharmonic top. Does the number survive?

**A:** Take $V=V_0\,\mathrm{sech}^2(x/a)$. Near the top $V=V_0(1-x^2/a^2+\tfrac23x^4/a^4-\dots)$, so $m\omega^2=2V_0/a^2$, $V'''=0$ and $V''''=16V_0/a^4$. Then
$$\frac1{E_a}=\frac{16V_0/a^4}{4(2V_0/a^2)^2}=\frac1{V_0}.$$
I choose round model parameters in Rydberg atomic units, where $\hbar=1$ and the electron mass is $1/2$: $V_0=0.04$ Ry, $a=1$ bohr and $m=800$, which is 1600 electron masses. Then $\hbar\omega=\sqrt{2\times0.04/800}=0.01$ Ry. With $k=6.334\times10^{-6}$ Ry/K, the parabolic estimate is
$$T_{10}\approx\frac{0.01}{3.128\times6.334\times10^{-6}}\ \mathrm K\approx505\ \mathrm K .$$
For the true $\kappa$ of this barrier, $P(E)$ comes from a numerical solution of the Schrödinger equation:

| $T$ (K) | true $\kappa$ | Wigner | full $\hbar^2$ | parabola |
|---|---|---|---|---|
| 2000 | 1.0345 | 1.0260 | 1.0342 | 1.0264 |
| 1000 | 1.127 | 1.104 | 1.120 | 1.112 |
| 500 | 1.582 | 1.415 | 1.448 | 1.579 |
| 300 | 4.00 | 2.15 | 2.21 | 5.39 |

The ten-percent temperature of this barrier is 509 K, or $kT_{10}=0.00322$ Ry. The parabolic estimate is lower by less than one percent.

**Q:** At 2000 K the parabola is hardly better than Wigner, yet at 500 K it is nearly right. Why?

**A:** At 2000 K, $u=0.789$ and $kT/V_0=0.317$. Wigner's term is $0.789^2/24=0.026$, and the anharmonic term adds $0.317\times0.026=0.008$. The parabola lacks that addition, which here far exceeds its own higher terms. Still, Wigner's factor errs by only 0.8 percent of $\kappa$, because the whole correction is small. As $T$ rises further, the ratio of the anharmonic term to Wigner's term grows as $kT/E_a$, but its size, $(\hbar\omega)^2/(24\,kT\,E_a)$, falls.

At 500 K the higher powers of $u$ matter most, and even the full $\hbar^2$ formula is too low. The parabola contains such powers for a harmonic top. That it misses the true value by only $0.003$ is, however, largely a cancellation. It still lacks the anharmonic $\hbar^2$ term, here $1.448-1.415=0.033$, so the remaining effects of the shape must take back about $0.03$. The table shows the parabola below the true $\kappa$ at 1000 K and 500 K (by $0.015$ and $0.003$) and above it at 300 K, so the two curves cross between 500 K and 300 K, and 500 K happens to lie near that crossing. At 300 K it overshoots: it is approaching its divergence at 251 K, which the finite barrier does not share.

**Q:** Is the agreement at ten percent general?

**A:** I can vouch for it in this shape and for $V_0\ge4\hbar\omega$; for lower barriers of the same shape $u_{10}$ drops to $3.03$ at $V_0=2\hbar\omega$ and $2.72$ at $V_0=\hbar\omega$. The computed $u_{10}$ is $3.103$, $3.121$ and $3.126$ for $V_0/\hbar\omega=4$, $8$ and $16$, moving towards the parabolic $3.128$. That direction is expected. At fixed $u$, $kT/E_a=\hbar\omega/(uV_0)$ tends to zero as the barrier grows. That the difference is already so small at $V_0=4\hbar\omega$ is a numerical finding for the $\mathrm{sech}^2$ barrier, where the ten-percent point happens to lie near the crossing of the parabolic and the true $\kappa$, and I would not carry it over to an asymmetric or a low barrier without computing $P(E)$. For a barrier with a cusp the expansion fails at the start, since $V''(0)$ does not exist.

## Computed values

```
Asymmetric test barriers, dimensionless: height 1, mass 1, kT = 0.5
 barrier 1: V3 = -4.200, V4 = 9.060, 1/E_a = 0.7500
  hbar^2 coefficient: Schroedinger 0.4583, formula 0.4583, Wigner alone 0.3333
 barrier 2: V3 = -4.200, V4 = -14.940, 1/E_a = -0.7500
  hbar^2 coefficient: Schroedinger 0.2083, formula 0.2083, Wigner alone 0.3333
Parabolic barrier, eps = (E-V0)/(hbar omega), dimensionless
 eps = -0.3: P wave equation 0.1318, formula 0.1318
 eps =  0.0: P wave equation 0.5000, formula 0.5000
 eps =  0.4: P wave equation 0.9251, formula 0.9251
 ten-percent point: u10 = 3.1283, kT/(hbar omega) = 0.3197
 there: kappa = 1.5642, Wigner = 1.4078
Worked example: V0 sech^2(x/a), Rydberg atomic units
 V0 = 0.040 Ry, a = 1.0 bohr, m = 800 (electron mass = 1/2)
 hbar omega = 0.01000 Ry, E_a = 0.04000 Ry, k = 6.33362e-06 Ry/K
 parabola diverges at T = 251.3 K
 T in K; factors: true (numerical), Wigner, full hbar^2, parabola
  2000 K: u = 0.7894; 1.0345, 1.0260, 1.0342, 1.0264; Wigner error -0.82 %
  1000 K: u = 1.5789; 1.1268, 1.1039, 1.1203, 1.1120; Wigner error -2.03 %
   500 K: u = 3.1578; 1.5819, 1.4155, 1.4484, 1.5789; Wigner error -10.52 %
   300 K: u = 5.2629; 4.0008, 2.1541, 2.2089, 5.3891; Wigner error -46.16 %
 ten-percent temperature, this barrier: 508.8 K = 0.003222 Ry / k
 ten-percent temperature, parabola: 504.7 K = 0.003197 Ry / k
 kT/V0 at the ten-percent temperature of this barrier: 0.0806
Same shape, other heights: ten-percent point u10 = hbar omega/kT
 V0/(hbar omega) =  4: u10 = 3.1034
 V0/(hbar omega) =  8: u10 = 3.1213
 V0/(hbar omega) = 16: u10 = 3.1261
```
